Adsorbate Volume in a Swelling Porous Film from Lorentz-Lorenz Additivity

A porous dielectric film on a rigid substrate is exposed to a vapour that condenses in its pores. Ellipsometry gives its refractive index and thickness, n0 and d0 with empty pores, n and d during filling. The thickness may change because the film swells or contracts. The index of the solid skeleton is unknown. The problem is to find how much adsorbate the film holds, and how far the answer can be trusted.

The microscopic part uses the Gaussian form of atomic units: the displacement is D = E + 4πP, and a polarizability α is a volume in bohr³. Film thicknesses are in nm. All indices refer to one wavelength, at which film and liquid are transparent and nonmagnetic, so that the permittivity is ε = n².

**(a) A material contains N_i units of species i per volume, each with polarizability α_i. Find the field that acts on a unit, and from it the combination of n that is additive in the species.**

**Solution.** Let the macroscopic field E and the polarization P point along z. Draw a sphere of radius R around one unit, large compared with the spacing of units but small compared with the wavelength. Treat the material outside as continuous and the dipoles inside one by one.

The outer material ends at the sphere. Its outward normal there points towards the centre, so its surface charge density at polar angle θ is −P cos θ. A charge density σ at that angle produces the field component −σ cos θ/R² per area at the centre. The surface charge therefore gives

E_surface = ∫ (P cos²θ/R²) R² dΩ = 2πP ∫ cos²θ sin θ dθ = 4πP/3,

with θ running from 0 to π.

A dipole p along z, displaced by (x, y, z) from the centre, adds the z component p(3z² − r²)/r⁵. If the neighbours of each species are arranged with cubic symmetry and carry equal dipoles, the sums of x²/r⁵, y²/r⁵ and z²/r⁵ are equal. Since r² = x² + y² + z², the near contribution then vanishes. The transverse components, proportional to xz and yz, vanish by the same symmetry. In a disordered isotropic material the cancellation holds for the average surroundings, provided that correlations between a unit's dipole and its particular neighbourhood are neglected. This is a mean-field assumption, and part (e) examines it. The local field is thus

E_loc = E + 4πP/3.

Write S = Σ N_i α_i. Then P = S E_loc, or

P(1 − 4πS/3) = S E.

Because n² − 1 = 4πP/E, the abbreviation b = 4πS/3 gives

n² − 1 = 3b/(1 − b),
n² + 2 = 3 + 3b/(1 − b) = 3/(1 − b).

Dividing the first line by the second removes the denominator:

B(n) ≡ (n² − 1)/(n² + 2) = (4π/3) Σ N_i α_i.

This is the Lorentz-Lorenz relation. The index itself is not additive; B is, within the mean-field model.

**(b) The substrate holds the film laterally, so that only its thickness changes. Find the adsorbate volume per initial film volume from n0, d0, n, d and the index n_a of the bulk liquid adsorbate.**

**Solution.** The volume of the film changes during filling, but its area does not. Numbers per area are therefore the useful quantities. With Γ_i = N_i d, multiplication of the last equation by the thickness gives

B(n) d = (4π/3) Σ Γ_i α_i.

Three assumptions now enter. No skeleton material is gained or lost. Its polarizabilities do not change on filling. The film is uniform in depth, so that one index describes it. With empty pores,

B(n0) d0 = (4π/3) Γ_s α_s,

where s denotes the skeleton; several skeleton species would merely turn the right side into a sum. During filling the same skeleton term occurs again, whatever the new thickness:

B(n) d = (4π/3) Γ_s α_s + (4π/3) Γ_a α_a.

Subtraction eliminates the skeleton:

B(n) d − B(n0) d0 = (4π/3) Γ_a α_a.

The remaining polarizability is calibrated by the bulk liquid. If one molecule occupies the volume w there, the liquid has 1/w molecules per volume and

B(n_a) = (4π/3) α_a/w.

Assume that a molecule in the pores has the same α_a. Then (4π/3)α_a = B(n_a)w, and the right side of the subtracted equation becomes B(n_a)Γ_a w. The product h = Γ_a w is the thickness of a bulk liquid layer containing the same number of molecules per area. Its ratio to d0 is the required volume ratio:

v = h/d0 = [B(n) d − B(n0) d0]/[B(n_a) d0].

The skeleton has been measured through the product B(n0)d0. Its index, density and volume fraction are not needed separately.

**(c) What kind of volume is v? Examine the effect of ignoring the thickness change, the limit of a film without pores, and the further assumption that turns v into a porosity.**

**Solution.** The optical measurement counts molecules; v expresses the count as bulk liquid volume. It equals the volume occupied in the film if the confined liquid has bulk density. If its density is ρ times the bulk value, the occupied volume per initial film volume is v/ρ. The liquid-equivalent volume per present film volume is

h/d = v d0/d.

If d is replaced by d0 while the measured n is retained, the result is v_fixed = [B(n) − B(n0)]/B(n_a). Its error is

v_fixed − v = −[B(n)/B(n_a)] (d/d0 − 1).

Swelling thus makes v_fixed too small, and contraction makes it too large. An extreme case is a film that swells at constant index. Then v_fixed is zero, although the film has taken up v = [B(n0)/B(n_a)](d/d0 − 1).

Next take a skeleton without pores that absorbs liquid, with the two volumes adding: d = d0 + h. The formula then gives v = d/d0 − 1. A positive v therefore does not by itself prove that the dry film had pores.

To obtain a porosity, suppose that the accessible pores are completely filled with liquid of bulk density and that the skeleton volume stays fixed. If φ0 is the initial porosity, the skeleton has thickness equivalent (1 − φ0)d0. The rest of the present film is liquid:

h = d − (1 − φ0)d0.

Division by d0 gives v = d/d0 − 1 + φ0, hence

φ0 = v − (d/d0 − 1).

Closed pores that the vapour cannot reach count as skeleton here. Within the additive model the skeleton index n_s then follows from B(n_s) = B(n0)/(1 − φ0), but it is an output that needs these extra assumptions.

The initial state must also be free of other adsorbates. Suppose it held water of liquid thickness h_w, which leaves during filling. The subtraction then yields B(n_a)h − B(n_w)h_w, where n_w is the index of water, and v is too small by B(n_w)h_w/[B(n_a)d0].

**(d) A film has d0 = 200.0 nm and n0 = 1.330. In a toluene-like vapour, with n_a = 1.490, it passes through a partly filled state with n = 1.400, d = 199.0 nm and a saturated state with n = 1.450, d = 203.0 nm. Find v in both states.**

**Solution.** The initial film and the liquid have

B(n0) = 0.7689/3.7689 = 0.20401,
B(n_a) = 0.28912.

The skeleton term is B(n0)d0 = 40.802 nm, and the common denominator is 0.28912 × 200 nm = 57.824 nm.

In the partly filled state B(n) = 0.24242 and B(n)d = 48.242 nm, so

v = (48.242 − 40.802)/57.824 = 0.129.

The equivalent liquid layer is 25.7 nm thick. Ignoring the contraction gives 0.133, about 3 % above the value of the full formula.

In the saturated state B(n) = 0.26874 and B(n)d = 54.554 nm, so

v = (54.554 − 40.802)/57.824 = 0.238.

This corresponds to 47.6 nm of liquid, or 0.234 of the present film volume. Ignoring the swelling of 1.5 % gives 0.224, about 6 % below the value of the full formula. The relative error is larger than the strain because the whole term B(n)d is affected, while v comes from a difference of two terms.

With full pores and fixed skeleton volume, the initial porosity in the additive model is 0.238 − 0.015 = 0.223, and the skeleton index is 1.438.

**(e) Check additivity on arrangements of point dipoles whose molecule counts are known. Then estimate the error when the pores are cavities in a continuous solid.**

**Solution.** First take a cubic cell of 400 bohr³ with one skeleton dipole, α_s = 20 bohr³. Expand it uniformly to 420 bohr³ and put an adsorbate dipole, α_a = 8 bohr³, at its centre. Let the liquid be a face-centred cubic lattice with 120 bohr³ per molecule. The count gives v = 120/400 = 0.3000.

The interacting dipoles were solved by summing their fields over the periodic lattice, without inserting 4πP/3. The resulting indices are 1.3397 before and 1.4705 after filling, and 1.4705 for the liquid. The last two agree because 28/420 = 8/120. Inserted in the formula, with the volume ratio 1.05 in place of d/d0, they return v = 0.3000. With α_s = 12 bohr³ the indices of the film change to 1.1963 and 1.3219, but v is again 0.3000. This tests additivity and the independence of the skeleton where every site has cubic symmetry. The expansion was uniform, so it does not test the anisotropy of a clamped film.

A porous network lacks this symmetry at each site. Consider a periodic simple cubic cell of 216 sites, 64 of them pore sites, so that the count gives v = 0.2963. The polarizabilities correspond to dense indices 1.438 for the skeleton and 1.490 for the liquid, and the volume grows uniformly by 1.5 % on filling. For a compact 4 × 4 × 4 pore the formula gives 0.2768, which is 6.6 % below the count. For scattered pore sites, averaged over four random arrangements, it gives 0.2877, or 2.9 % below. Additivity is thus approximate here, and the error depends on how the empty sites are arranged.

The continuum limit shows where such an error comes from. Put a sphere of radius R and permittivity ε_p in a host ε_s under a uniform field E. Let the inner field be F, and the outer potential (−Er + m/r²) cos θ. Continuity of the potential and of the normal displacement at r = R requires

F = E − m/R³,
ε_p F = ε_s(E + 2m/R³).

Eliminating F gives

m/R³ = E (ε_p − ε_s)/(ε_p + 2ε_s).

Let spherical pores fill a volume fraction f. Consider a large sphere of this composite in the host. In the mean-field approximation of part (a), the fields of the other pores in the sphere cancel at each pore, so that each pore responds to the applied field E alone. Equating the m of a large sphere of composite to the sum over its pores gives the Maxwell Garnett rule with skeleton host:

(ε − ε_s)/(ε + 2ε_s) = f (ε_p − ε_s)/(ε_p + 2ε_s).

For empty pores, ε_p = 1. To first order in f, the denominator on the left is 3ε_s, so

ε ≈ ε_s − f · 3ε_s(ε_s − 1)/(2ε_s + 1).

The additive rule for empty pores is (ε − 1)/(ε + 2) = (1 − f)(ε_s − 1)/(ε_s + 2). The derivative of its left side with respect to ε is 3/(ε + 2)². Hence, to the same order,

ε ≈ ε_s − f (ε_s − 1)(ε_s + 2)/3.

The second slope is the steeper one, because

(ε_s + 2)(2ε_s + 1) − 9ε_s = 2(ε_s − 1)² > 0.

For a given skeleton and a given drop of ε on emptying, the additive rule therefore infers less pore volume, at least for small f. Physically, it treats the skeleton as separate polarizable units in vacuum, whereas the other rule treats it as a connected host.

For the saturated example at finite porosity, assume again full pores and fixed skeleton volume. The two measured indices then determine two unknowns, φ0 and ε_s. The pore fraction is φ0 in the empty state and f = 1 − (1 − φ0)d0/d in the filled state, and v = f d/d0. Numerical solution with the Maxwell Garnett rule gives v = 0.256. A third choice is the Bruggeman rule, which places spheres of both constituents in the effective medium and requires their mean dipole to vanish:

(1 − f)(ε_s − ε)/(ε_s + 2ε) + f(ε_p − ε)/(ε_p + 2ε) = 0.

It gives v = 0.252. The additive rule in the same inversion returns 0.238, as it should. The three skeleton indices agree within 0.002, since the liquid nearly matches the skeleton and the filled state depends little on the mixing rule. The difference in v arises mainly from the empty state. Relative to the additive result, the Bruggeman value is higher by about 6 % and the Maxwell Garnett value by about 8 %.

**(f) Find the sensitivity of v to the measured quantities, and compare it with the remaining neglected effects in the saturated state.**

**Solution.** The quotient rule gives

B′(x) = [2x(x² + 2) − 2x(x² − 1)]/(x² + 2)² = 6x/(x² + 2)².

Write v = B(n)d/[B(n_a)d0] − B(n0)/B(n_a). Differentiation with the other inputs held fixed gives

∂v/∂n = B′(n)d/[B(n_a)d0],
∂v/∂n0 = −B′(n0)/B(n_a),
∂v/∂d = B(n)/[B(n_a)d0],
∂v/∂d0 = −B(n)d/[B(n_a)d0²],
∂v/∂n_a = −v B′(n_a)/B(n_a).

For assumed errors of +0.002 in n and n0, v changes by +0.0036 and −0.0039. Errors of +0.3 nm in d and d0 change it by +0.0014 and −0.0014. An error of +0.002 in n_a contributes −0.0008. If all five are independent, they combine to 0.006, about 2.4 % of v. Independence is a simplification, because the index and thickness of each state come from the same ellipsometric fit and their errors are in general correlated. The combined error then requires their covariance. Since v changes in the same direction with n and d, and likewise with n0 and d0, a negative correlation within each pair lowers the combined error and a positive one raises it. Errors common to both states largely cancel: the formula contains only the ratio d/d0, so a common scale factor in thickness drops out, and an equal small shift of n and n0 leaves the difference of the first two terms.

Uniaxial swelling also disturbs the symmetry used in part (a). Suppose that the initially isotropic pair distribution is stretched along z by the factor 1 + e. Spheres around a unit become similar spheroids. Material between two such spheroids gives no field at the centre: its radial integral, the logarithm of the ratio of radii, is independent of angle, and the angular average of 3c² − 1 vanishes, with c = cos θ. What remains is a small spheroidal hole in uniform material. To first order its radius is proportional to 1 + ec². Writing E_loc = E + 4πN P, we find for a field along z

N_z = 1/3 − (e/2) ∫ (3c² − 1)c² dc = 1/3 − 4e/15,

with c from −1 to 1. The three factors sum to one, since the trace of the dipole field vanishes outside its source; hence N_x = 1/3 + 2e/15. Repeating the algebra of part (a) with N in place of 1/3 replaces B(n) in the film by

(n² − 1)/{3[1 + N(n² − 1)]}.

For e = 0.015 the full spheroid integrals give N_x = 0.3353 and N_z = 0.3294. The change of v is −0.0015 if n is the in-plane index and +0.0030 if it is the normal index. This estimate concerns the strain alone, not an anisotropic pore shape present from the start. It also depends on the isotropic pair distribution assumed: for a simple cubic lattice of dipoles stretched by the same e along a cube axis, direct lattice sums give changes of −0.0057 and +0.0115, almost four times as large. Stretched along the body diagonal, the same lattice gives +0.0013 and −0.0026, so that even the sign depends on the structure and the direction of strain.

Three further effects can be sized. If the confined liquid has 0.95 of the bulk density, the occupied volume is 0.250 although v remains 0.238. With a rough index slope of −6 × 10⁻⁴ per K, liquid 5 K warmer than assumed has a lower n_a, and the corrected v is higher by 0.0012. A liquid layer of 0.5 nm on top of the film, if its polarizability is included in B(n)d, adds 0.5/200 = 0.0025 to v.

The example lies in the regime of porous organosilicate low-k films: a thickness of some hundred nm, an index near 1.3 to 1.4 and a porosity of some tens of per cent are rough typical values. The indices and thicknesses are chosen inputs, not data for a particular film. The skeleton of a real film is connected, which the additive model does not represent. For the present numbers, changing the mixing rule moves v from 0.238 to as much as 0.256 among the three rules compared. This exceeds the assumed measurement error of 0.006. Nanometre pores are also small enough that a continuum description of their walls is itself uncertain, so this spread is a measure of model dependence and not a bound. A reported v should therefore name the mixing rule and the liquid density assumed. The numerical output below gives most of the values with further digits; the lattice sums for the stretched simple cubic lattice are not part of it.

Values computed for the example and the checks

```
DIPOLE LATTICE TEST
initial cell volume = 400 bohr^3
volume ratio after swelling = 1.05
adsorbate polarizability = 8 bohr^3
liquid volume per molecule = 120 bohr^3
liquid index from dipoles = 1.4705
v from molecule count = 0.3000
skeleton polarizability 20 bohr^3: n0 = 1.3397, n = 1.4705
  v = 0.3000; swelling ignored: 0.2500
skeleton polarizability 12 bohr^3: n0 = 1.1963, n = 1.3219
  v = 0.3000; swelling ignored: 0.2643
WORKED EXAMPLE
n0 = 1.330, d0 = 200.0 nm, liquid index = 1.490
B(n0) = 0.20401, B(liquid) = 0.28912
partly filled: n = 1.400, d = 199.0 nm, B(n) = 0.24242
  B(n)d = 48.242 nm, B(n0)d0 = 40.802 nm
  v = 0.1287, liquid thickness = 25.73 nm
  fraction of present volume = 0.1293
  v with thickness change ignored = 0.1329
saturated: n = 1.450, d = 203.0 nm, B(n) = 0.26874
  B(n)d = 54.554 nm, B(n0)d0 = 40.802 nm
  v = 0.2378, liquid thickness = 47.56 nm
  fraction of present volume = 0.2343
  v with thickness change ignored = 0.2239
MIXING RULE, SATURATED STATE, FULL PORES, FIXED SKELETON VOLUME
Lorentz-Lorenz: v = 0.2378
  initial porosity = 0.2228, skeleton index = 1.4380
Bruggeman: v = 0.2525
  initial porosity = 0.2375, skeleton index = 1.4368
Maxwell Garnett, skeleton host: v = 0.2561
  initial porosity = 0.2411, skeleton index = 1.4366
POROUS DIPOLE SUPERCELL
sites = 216, pore sites = 64
v from count = 0.2963
v from formula, compact pore = 0.2768 (-6.6 %)
v from formula, scattered = 0.2877 (-2.9 %)
MEASUREMENT ERRORS, SATURATED STATE
n0 +0.002: change of v = -0.00389
d0 +0.300 nm: change of v = -0.00142
n +0.002: change of v = +0.00363
d +0.300 nm: change of v = +0.00139
liquid index +0.002: change of v = -0.00083
independent errors combined: 0.0057
OTHER NEGLECTED EFFECTS, SATURATED STATE
local-field factors: in plane 0.33531, normal 0.32937
change of v: in-plane index -0.00150, normal index +0.00302
pore liquid at 0.95 of bulk density: occupied volume = 0.2503
liquid index slope -6.0e-04 /K (rough), error 5 K: change of v = +0.00125
external liquid layer 0.5 nm counted as pore liquid: +0.00250
```
